\section*{Electron-phonon coupling from tabulated densities of states with a conserved electron number}

\section{Hot electrons above a full d band}

A femtosecond laser pulse absorbed in a copper film can leave the conduction electrons at several thousand kelvin while the lattice is still near room temperature. The electrons then heat the lattice with a power per volume
\begin{equation}
P=G(T_e)\,(T_e-T_L),
\end{equation}
where $T_e$ and $T_L$ are the electron and lattice temperatures. The coupling factor $G$ depends on $T_e$ because hot electrons leave holes in the d band, where many more states are available for scattering than at the Fermi level.

Let $g(\varepsilon)$ be the density of states per atom, both spins included, given as a table. The naive scheme takes the Fermi level $\varepsilon_F$ from the cold metal, keeps it as the chemical potential at every temperature, and sums a thermally weighted $g^2$ over the table rows. It fails twice: at low temperature too few rows fall in the thermal window, so the sum can be far too small or too large, and at high temperature the fixed potential changes the number of electrons. To see what must be repaired, we first need the origin of the weighted $g^2$.

\section{What has to be integrated}

Assume that electrons and phonons each have a thermal distribution, with temperatures $T_e$ and $T_L$. An electron falling from $\varepsilon'=\varepsilon+\hbar\Omega$ to $\varepsilon$ emits a phonon; the reverse process absorbs one. The golden rule gives the net power per atom,
\begin{equation}
P_a=\frac{2}{N_a}\frac{2\pi}{\hbar}\sum_{kk'}|M_{kk'}|^2\hbar\omega\,
\delta(\varepsilon_{k'}-\varepsilon_k-\hbar\omega)\,B .
\end{equation}
Here $N_a$ is the number of atoms, the leading 2 counts spins, $\omega$ is the frequency of the phonon linking $k$ and $k'$, and
\begin{equation}
B=f(\varepsilon')[1-f(\varepsilon)](n_L+1)-f(\varepsilon)[1-f(\varepsilon')]n_L ,
\end{equation}
with $f$ the Fermi function at $T_e$ and $n_L$ the Bose function at $T_L$. Define the spectral function
\begin{equation}
\alpha^2F(\varepsilon,\varepsilon',\Omega)=\frac{2}{\hbar g_FN_a}\sum_{kk'}|M_{kk'}|^2
\delta(\Omega-\omega)\delta(\varepsilon-\varepsilon_k)\delta(\varepsilon'-\varepsilon_{k'}),
\end{equation}
where $g_F=g(\varepsilon_F)$. If the averaged squared matrix element does not depend on electron energy, the sum scales with the numbers of initial and final states:
\begin{equation}
\alpha^2F(\varepsilon,\varepsilon',\Omega)=\alpha^2F(\Omega)\,g(\varepsilon)g(\varepsilon')/g_F^2 .
\end{equation}
Inserting this, the factor $4\pi/\hbar$ times $\hbar g_F/2$ becomes $2\pi g_F$, and
\begin{equation}
P_a=\frac{2\pi}{g_F}\int d\Omega\,\alpha^2F(\Omega)\,\hbar\Omega
\int d\varepsilon\,g(\varepsilon)g(\varepsilon+\hbar\Omega)\,B .
\label{eq:golden}
\end{equation}

To simplify $B$, write $a=e^{(\varepsilon-\mu)/k_BT_e}$ and $b=a\,e^{\hbar\Omega/k_BT_e}$. Then
\begin{align}
f(\varepsilon')[1-f(\varepsilon)]&=\frac{a}{(1+a)(1+b)},\\
f(\varepsilon)-f(\varepsilon')&=\frac{b-a}{(1+a)(1+b)}
=\frac{a\,(e^{\hbar\Omega/k_BT_e}-1)}{(1+a)(1+b)} .
\end{align}
The first is therefore $[f(\varepsilon)-f(\varepsilon')]\,n_e$, with $n_e$ the Bose function at $T_e$. The absorption product has $b$ in place of $a$ in the numerator, and $n_ee^{\hbar\Omega/k_BT_e}=n_e+1$, so it equals $[f(\varepsilon)-f(\varepsilon')](n_e+1)$. Hence
\begin{equation}
B=[f(\varepsilon)-f(\varepsilon')]\,[n_e(n_L+1)-(n_e+1)n_L]
=[f(\varepsilon)-f(\varepsilon')]\,(n_e-n_L).
\end{equation}
The exchange vanishes at equal temperatures, as it must.

Phonon energies are small on the scales of $k_BT_e$ and of the structure in $g$. Expanding $n_L$ further requires that they not be large against $k_BT_L$; the cost of this step at room temperature is sized in the last section, and it grows for a colder lattice. To leading order $f(\varepsilon)-f(\varepsilon')\approx\hbar\Omega(-\partial f/\partial\varepsilon)$, $g(\varepsilon')\approx g(\varepsilon)$ and $n_e-n_L\approx k_B(T_e-T_L)/\hbar\Omega$. With $\lambda\langle\omega^2\rangle=2\int\Omega\,\alpha^2F\,d\Omega$ and $n_{\rm at}$ atoms per volume, equation (\ref{eq:golden}) gives
\begin{equation}
G=\pi\hbar k_B\lambda\langle\omega^2\rangle n_{\rm at}\frac{I(\mu,T_e)}{g_F},\qquad
I=\int g^2\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon .
\label{eq:G}
\end{equation}

\section{First failure: the sum over rows}

The weight $-\partial f/\partial\varepsilon$ is a peak a few $k_BT_e$ wide. At 1000 K, $k_BT_e$ is 0.086 eV, while a table may have rows 0.5 eV or more apart. In the example below the rows nearest $\varepsilon_F$ are about 1 eV away, and the trapezoidal row sum returns $4\times10^{-4}$ of the correct $I$.

The cure is to treat the table as a piecewise linear function and integrate it analytically. Let $x=(\mu-\varepsilon)/k_BT_e$ and
\begin{equation}
F_1=k_BT_e\ln(1+e^x),\qquad F_2=-(k_BT_e)^2\,\mathrm{Li}_2(-e^x).
\end{equation}
Since $dx/d\varepsilon=-1/k_BT_e$ and $d\,\mathrm{Li}_2(-e^x)/dx=-\ln(1+e^x)$, these obey $F_1'=-f$ and $F_2'=-F_1$. On the segment from $\varepsilon_i$ to $\varepsilon_{i+1}$, with slope $s_i$, two integrations by parts give its electron number:
\begin{align}
n_i&=\int g f\,d\varepsilon=-\big[gF_1\big]+s_i\int F_1\,d\varepsilon\nonumber\\
&=g_iF_{1,i}-g_{i+1}F_{1,i+1}+s_i(F_{2,i}-F_{2,i+1}).
\label{eq:n}
\end{align}
For $x>0$ the exponential may overflow, and one uses
\begin{equation}
-\mathrm{Li}_2(-e^x)=\frac{\pi^2}{6}+\frac{x^2}{2}+\mathrm{Li}_2(-e^{-x}).
\end{equation}
Both sides equal $\pi^2/12$ at $x=0$, and both have derivative $\ln(1+e^x)=x+\ln(1+e^{-x})$.

The coupling integral needs no new special function. Because $g$ is continuous and $(g^2)'=2s_ig$ on each segment,
\begin{equation}
I=-\big[g^2f\big]+\int(g^2)'f\,d\varepsilon
=g_0^2f_0-g_M^2f_M+2\sum_i s_in_i ,
\label{eq:I}
\end{equation}
where 0 and $M$ label the first and last rows. The segment fillings that give the electron number also give the coupling.

\section{Second failure: the fixed potential}

The metal stays neutral, so its $N$ electrons per atom must satisfy
\begin{equation}
\sum_i n_i(\mu,T_e)=N .
\label{eq:N}
\end{equation}
The derivative of the left side with respect to $\mu$ is $\int g(-\partial f/\partial\varepsilon)d\varepsilon>0$. There is thus at most one root, and a bracketing solver finds it when the table is wide enough to contain it.

How much does it matter? At low temperature, suppose $g$ is smooth within several $k_BT_e$ of $\varepsilon_F$. The Sommerfeld expansion of (\ref{eq:N}), with $\delta\mu=\mu-\varepsilon_F$, reads
\begin{equation}
g_F\,\delta\mu+\frac{\pi^2}{6}(k_BT_e)^2g'=0
\quad\Rightarrow\quad
\delta\mu=-\frac{\pi^2}{6}(k_BT_e)^2\frac{g'}{g_F}.
\end{equation}
To the same order,
\begin{align}
I(\mu)&=g_F^2+2g_Fg'\,\delta\mu+\frac{\pi^2}{6}(k_BT_e)^2(g^2)'',\\
I(\varepsilon_F)&=g_F^2+\frac{\pi^2}{6}(k_BT_e)^2(g^2)'' .
\end{align}
The curvature terms cancel in the difference, which is $-2g_Fg'\delta\mu$. Relative to the number-conserving $G$, the error of the fixed-potential value $G_{\rm fix}$ is
\begin{equation}
\frac{G_{\rm fix}-G}{G}\simeq\frac{\pi^2}{3}\left(k_BT_e\frac{g'}{g_F}\right)^2\ge0 .
\label{eq:law}
\end{equation}
The sign does not depend on the slope: the true potential moves towards smaller $g$, which lowers $I$. A falling $g$ raises $\mu$; a rising $g$ lowers it. For a square-root band, $g'/g_F=1/(2\varepsilon_F)$, and the law becomes $(\pi^2/12)(k_BT_e/\varepsilon_F)^2$. With $\varepsilon_F=7$ eV and $k_BT_e=0.2$ eV this is 0.0671\%, against 0.0673\% from the full calculation.

This sign is a leading-order result. Electron number weights the states with $g$, but coupling weights them with $g^2$, so a narrow tall peak counts for more in $I$ than in the electron balance that sets $\mu$. Take $g=1$ per eV from $-10$ to 15 eV, raised to 3 between $-3$ and $-1$ eV and to 21 between 1.95 and 2.05 eV, with linear ramps 0.01 eV wide that lie just inside the shelf interval and just outside the peak interval, and fill it to $\varepsilon_F=0$. At $k_BT_e=0.5$ eV and fixed potential, the extra states of the shelf hold about 0.12 holes and those of the peak only 0.04 electrons, so $\mu$ must rise. Raising $\mu$ moves the thermal weight away from the shelf but towards the peak. At $\varepsilon_F$ these change $\partial I/\partial\mu$ by about $-1.6$ and $+3$ eV$^{-3}$ respectively, so the peak wins. The fixed potential now \emph{underestimates} $G$, by 3.2\%.

\section{The repaired scheme}

\begin{enumerate}
\item Fill the table at $T_e=0$ to find $\varepsilon_F$ and $g_F$.
\item At each $T_e$, solve (\ref{eq:N}) for $\mu$, using the fillings (\ref{eq:n}).
\item Insert the same fillings in (\ref{eq:I}), and $I$ in (\ref{eq:G}).
\item Recompute the fillings with $\mu=\varepsilon_F$ and insert them in (\ref{eq:I}). The ratio $I(\varepsilon_F)/I(\mu)-1$ is the relative error of the fixed potential; $\lambda\langle\omega^2\rangle$ and $n_{\rm at}$ cancel from it.
\end{enumerate}
For the table below, at 300, 3000 and 20000 K, direct quadrature reproduces both the electron number and $I$ to within $2\times10^{-13}$ relative.

\section{A copper-like table}

The following round values, written as energy in eV : $g$ in states/eV/atom, imitate an occupied d band below a flat sp band. Above a straight-line background the d part holds 8.7 electrons, against ten in a full atomic d shell.
\begin{center}
\small
\begin{tabular}{lllll}
$-9.5$: 0.00&$-9.0$: 0.10&$-8.0$: 0.15&$-7.0$: 0.20&$-6.0$: 0.25\\
$-5.5$: 0.50&$-5.0$: 2.00&$-4.5$: 2.60&$-4.0$: 2.90&$-3.5$: 3.20\\
$-3.0$: 2.80&$-2.5$: 3.20&$-2.0$: 2.40&$-1.5$: 0.40&$-1.0$: 0.32\\
1.0: 0.28&5.0: 0.28&10.0: 0.35&20.0: 0.45&30.0: 0.50
\end{tabular}
\end{center}
There are $N=11$ electrons per atom, $\hbar^2\lambda\langle\omega^2\rangle=30$ meV$^2$ and $n_{\rm at}=85$ nm$^{-3}$. The trapezoids up to $-1$ eV hold 10.6925 electrons. The remaining 0.3075 fill a height $y$ of the next segment, where $0.32y-0.01y^2=0.3075$. This gives $y=0.9917$ eV, hence $\varepsilon_F=-0.0083$ eV and $g_F=0.3002$ states/eV/atom.

In the low-temperature limit of the integral, $I=g_F^2$ and
\begin{equation}
G_0=\pi k_Bn_{\rm at}\frac{\hbar^2\lambda\langle\omega^2\rangle}{\hbar}g_F
=0.504\times10^{17}\ \mathrm{W\,m^{-3}K^{-1}} .
\end{equation}
At 10000 K, $k_BT_e=0.862$ eV and the solved potential lies 0.542 eV above $\varepsilon_F$. The integrals are $I(\mu)=0.5596$ and $I(\varepsilon_F)=0.9319$, in eV$^{-2}$, so that
\begin{align}
G&=0.504\times10^{17}\,\frac{0.5596}{0.3002^2}=3.13\times10^{17}\ \mathrm{W\,m^{-3}K^{-1}},\\
\frac{G_{\rm fix}}{G}-1&=\frac{0.9319}{0.5596}-1=0.67 .
\end{align}
At given $T_e$ and $T_L$, the fixed potential therefore overstates the heating power by 67\%. Other temperatures give the following, with $G$ in $10^{17}$ W m$^{-3}$K$^{-1}$ and $\Delta N$ the change in electrons per atom caused by holding $\mu=\varepsilon_F$.
\begin{center}
\small
\begin{tabular}{rrrrrr}
$T_e$ (K)&$\delta\mu$ (eV)&$G$&$G_{\rm fix}$&error (\%)&$\Delta N$\\
1000&0.001&0.504&0.504&0.01&$-0.0002$\\
3000&0.010&0.544&0.546&0.41&$-0.003$\\
5000&0.073&1.04&1.14&9.8&$-0.025$\\
7500&0.272&2.16&2.99&39&$-0.12$\\
10000&0.542&3.13&5.22&67&$-0.28$\\
20000&1.699&4.79&9.87&106&$-1.16$
\end{tabular}
\end{center}

At 500 K the error agrees with (\ref{eq:law}): both are 0.0027\%. At 10000 K the law would predict 1.1\%, about sixty times too little, because the thermal window now reaches the d band and the local slope at $\varepsilon_F$ carries no information about it. Replacing the d band by a straight line from 0.25 at $-6$ eV to 0.32 at $-1$ eV, with the electron number reduced to keep $\varepsilon_F$ in place, cuts the error at 10000 K to 0.2\%. The d band is thus the cause.

The mechanism can be read from the signs. With $\mu$ fixed, the states below $\varepsilon_F$, d band included, lose more electrons than the sparse states above it gain (at 10000 K, 0.45 against 0.17 per atom), so $\Delta N<0$. Restoring the number raises $\mu$ and takes the thermal weight away from the d states. Far below $\mu$ that weight is $e^{-(\mu-\varepsilon)/k_BT_e}/k_BT_e$, so holding the potential too low by $\delta\mu$ inflates it by $e^{\delta\mu/k_BT_e}=e^{0.542/0.862}=1.88$. States closer to $\mu$ are inflated less, which is consistent with the overall ratio of 1.67.

For this table, the error reaches 10\% near 5000 K. A calculation with it that stays below 3000 K may hold $\mu$ fixed at a cost below 0.5\%, but it must still integrate $g^2$ between the table rows. Another density of states will have other limits. The error levels off at the upper end of the tabulated range: it passes through a broad maximum of about 106\% near 20000 K and is back to 102\% at 25000 K.

\section{Beside real copper}

In copper the d band begins roughly 2 eV below the Fermi level, while in the table it rises between 1.5 and 2 eV below, and the electron count, atomic density and phonon energies used here are typical. The low-temperature coupling, about $0.5\times10^{17}$ W m$^{-3}$K$^{-1}$, has the right order of magnitude, but it scales directly with the rough value of $\lambda\langle\omega^2\rangle$. One uncertain assumption at high temperature is that d electrons couple as strongly as those at the Fermi level. If the excess of $I$ over its value for the straight-line background is halved, with $\mu$ unchanged, $G$ at 10000 K falls by 42\%, to $1.8\times10^{17}$ W m$^{-3}$K$^{-1}$; the fixed-potential error is then 58\%. The density of states is not rigid either, since holes in the d band alter its binding. Lowering the d part by an assumed 0.3 eV and solving again for $\mu$ reduces $G$ by 17\% and the error to 51\%. Both changes are trial sizes, not properties of copper. In both trials the fixed-potential error stays above 50\%, but it depends on the position of the d band: lowering the d part by 0.5 eV, which puts its onset 2 eV below the Fermi level, would leave 42\%, and lowering it by 1 eV would leave 25\%.

At 10000 K the small-phonon-energy step costs far less. Expanding the Bose functions one order further multiplies $n_e-n_L$ by $1-(\hbar\Omega)^2/(12k_B^2T_eT_L)$. For $\alpha^2F\propto\Omega^2$ up to 30 meV, the mean of $(\hbar\Omega)^2$ with weight $\Omega\,\alpha^2F$ is $\tfrac23(30\ \mathrm{meV})^2$. At $T_L=300$ K and $T_e=3000$ K the reduction is 0.75\%; the full integral (\ref{eq:golden}) gives 0.74\%. At 10000 K it gives 0.25\%, but at 1000 K it gives 2.2\%, far above the 0.01\% error of the fixed potential there. The end of the table matters less still: if $g$ stayed at 0.50 above the last row, about $6\times10^{-8}$ electrons per atom would lie there at 20000 K.

Other effects remain unsized. Just after the pulse the electrons have no temperature, so neither $\mu$ nor $G(T_e)$ is defined; later, expansion of the lattice changes both $g$ and $n_{\rm at}$. At 10000 K the electrons of this table hold 0.77 eV per atom, more than the roughly 0.4 eV that takes copper from room temperature to the melt. Unless that heat is carried away, the film will melt, and the hottest rows apply only before the lattice responds. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
DOS table: energy (eV) : g (states/eV/atom)
  -9.5:0.00  -9.0:0.10  -8.0:0.15  -7.0:0.20  -6.0:0.25
  -5.5:0.50  -5.0:2.00  -4.5:2.60  -4.0:2.90  -3.5:3.20
  -3.0:2.80  -2.5:3.20  -2.0:2.40  -1.5:0.40  -1.0:0.32
  1.0:0.28  5.0:0.28  10.0:0.35  20.0:0.45  30.0:0.50
electrons per atom: 11
hbar^2 lambda<w^2>: 30 meV^2
atomic density: 85 nm^-3
Debye energy: 30 meV
lattice temperature: 300 K
Fermi energy eF on table scale: -0.0083 eV
g(eF): 0.3002 states/eV/atom; slope -0.0200 /eV^2/atom
G at T=0 limit: 0.5044 e17 W/m3/K
Te(K) mu-eF(eV) G Gfix(e17 W/m3/K) error(%) extra electrons/atom
   300   0.00007   0.5044   0.5044    0.0010  -0.00002
  1000   0.00081   0.5044   0.5044    0.0108  -0.00024
  2000   0.00336   0.5060   0.5062    0.0505  -0.00101
  3000   0.01018   0.5438   0.5460    0.4125  -0.00309
  5000   0.07319   1.0367   1.1382    9.7958  -0.02495
  7500   0.27171   2.1579   2.9899   38.5563  -0.11673
 10000   0.54206   3.1325   5.2170   66.5455  -0.28053
 15000   1.13212   4.2786   8.4994   98.6469  -0.71777
 20000   1.69944   4.7869   9.8714  106.2167  -1.16306
error reaches 10% at Te = 5023 K
largest error, 500-20000 K scan: 106.2 % at 20000 K
10000 K: kT = 0.8617 eV
10000 K: I(mu) = 0.5596, I(eF) = 0.9319 /eV^2
10000 K: low-T law would give 1.08 % error
10000 K: error without d band: 0.20 %
500 K: error 0.002711 %, law 0.002711 %
sqrt band, eF 7 eV, kT 0.2 eV: error 0.06727 %, law 0.06714 %
shelf-and-peak table, kT 0.5 eV: error -3.22 %
row sum / segment result for I at 1000 K: 4.18e-04
worst closed form vs quadrature: 1.8e-13 (relative)
golden-rule power / G(Te-TL) at 3000 K: 0.9926
golden-rule power / G(Te-TL) at 10000 K: 0.9975
half d coupling, 10000 K: G 1.807 e17 W/m3/K, change -42.3 %
  fixed-mu error then: 58.1 %
d band down 0.3 eV, 10000 K: G 2.608 e17 W/m3/K, change -16.7 %
  fixed-mu error then: 50.6 %
electrons above table top at 20000 K: 6.3e-08 per atom
\end{verbatim}
